# Why switched source-referenced MOS models fail the Gummel symmetry test: verification in Python

```python
"""
Result under test: a transistor current formula f(Vd,Vs), used with exchanged
terminals when Vd < Vs, has derivative jumps at Vd = Vs given by derivatives of
the swap defect S = f(Vd,Vs) + f(Vs,Vd). A source-referenced square law with
body effect has S = beta*(Vd-Vs)*(T(Vd)-T(Vs)), so its second derivative jumps.

Symbols: Vd, Vs drain and source voltages relative to the body; T threshold
voltage relative to the source; q channel charge / oxide capacitance;
beta gain; gamma body-effect coefficient; phi pinned surface potential.
Gummel path: Vd = V0+x, Vs = V0-x. Voltages in V, currents in microampere (uA).
The reference current is beta times the integral of q from Vs to Vd.
"""
from math import comb, log2, pi, sin
import mpmath as mp
import numpy as np
from scipy.optimize import fsolve

mp.mp.dps = 120
# A one-sided difference of order n has an error of order n*STEP times the next
# derivative; the working precision leaves ample digits after division by STEP^6.
STEP = mp.mpf(10) ** -15
BETA, GAMMA, PHI, VFB = 200.0, 0.5, 0.8, -0.8
VG, V0, VC = 1.5, 0.2, 2.0


def charge(v, gamma=GAMMA):
    return VG - VFB - PHI - v - gamma * (PHI + v) ** 0.5


def square_law(vd, vs, gamma=GAMMA):
    u = vd - vs
    return BETA * (charge(vs, gamma) * u - u * u / 2)


def tangent(vd, vs):
    u = vd - vs
    slope = 1 + GAMMA / (2 * (PHI + vs) ** 0.5)
    return BETA * (charge(vs) * u - slope * u * u / 2)


def midpoint(vd, vs):
    return BETA * charge((vd + vs) / 2) * (vd - vs)


def integral(vd, vs):
    def primitive(v):
        return ((VG - VFB - PHI) * v - v * v / 2
                - 2 * GAMMA * (PHI + v) ** 1.5 / 3)
    return BETA * (primitive(vd) - primitive(vs))


def switched(model):
    return lambda vd, vs: model(vd, vs) if vd >= vs else -model(vs, vd)


def gummel(device):
    return lambda x: device(V0 + x, V0 - x)


def drain_sweep(device):
    return lambda v: device(V0 + v, V0 + 0 * v)


def one_sided(function, order, side):
    h = side * STEP
    total = sum((-1) ** (order - k) * comb(order, k) * function(k * h)
                for k in range(order + 1))
    return float(total / h ** order)


def central(function, order):
    total = sum((-1) ** k * comb(order, k)
                * function((mp.mpf(order) / 2 - k) * STEP)
                for k in range(order + 1))
    return float(total / STEP ** order)


def jump(function, order):
    return one_sided(function, order, 1) - one_sided(function, order, -1)


def close(a, b, tolerance=1e-6):
    return abs(a - b) <= tolerance * max(1.0, abs(b))


# Derivatives of the threshold at V0, from its analytic form.
s = PHI + V0
T1 = GAMMA / (2 * s ** 0.5)
T2 = -GAMMA / (4 * s ** 1.5)
T3 = 3 * GAMMA / (8 * s ** 2.5)
q0 = charge(V0)


# The integral current is checked by solving current continuity in the channel.
def channel_current(vd, vs, cells=40):
    def segment_currents(inner):
        v = np.concatenate(([vs], inner, [vd]))
        return BETA * cells * charge((v[1:] + v[:-1]) / 2) * np.diff(v)
    start = np.linspace(vs, vd, cells + 1)[1:-1]
    inner = fsolve(lambda y: np.diff(segment_currents(y)), start, xtol=1e-11)
    currents = segment_currents(inner)
    assert np.ptp(currents) < 1e-6
    return float(np.mean(currents))


forward = channel_current(0.4, 0.0)
reverse = channel_current(0.0, 0.4)
# The midpoint rule on 40 cells has a relative error far below 1e-5.
assert close(forward, integral(0.4, 0.0), 1e-5)
assert close(reverse, -forward, 1e-7)

law = gummel(switched(square_law))
tan = gummel(switched(tangent))
ref = gummel(switched(integral))
mid = gummel(switched(midpoint))

# Jumps of the switched model against the unswitched, smooth formula.
for model in (square_law, tangent):
    for order in (2, 4, 6):
        smooth = central(gummel(model), order)
        assert close(jump(gummel(switched(model)), order), 2 * smooth)
        assert close(jump(gummel(model), order), 0)
    for order in (1, 3, 5):
        assert close(jump(gummel(switched(model)), order), 0)

# The closed swap defect, and its derivative along the drain-only path.
for vd, vs in ((0.5, 0.1), (0.3, 0.25), (0.05, 0.4)):
    threshold_difference = GAMMA * ((PHI + vd) ** 0.5 - (PHI + vs) ** 0.5)
    defect = square_law(vd, vs) + square_law(vs, vd)
    assert close(defect, BETA * (vd - vs) * threshold_difference, 1e-11)
law_drain = drain_sweep(switched(square_law))
tan_drain = drain_sweep(switched(tangent))
assert close(jump(law_drain, 2), 2 * BETA * T1)
assert close(jump(law_drain, 3), 3 * BETA * T2)
assert close(jump(tan_drain, 2), 0)
assert close(jump(tan_drain, 3), 0)
assert close(jump(tan_drain, 4), -2 * BETA * T3)

# Gummel jumps and continuous third derivatives.
assert close(jump(law, 2), 8 * BETA * T1)
assert close(jump(law, 4), 16 * BETA * T3)
assert close(jump(tan, 2), 0)
assert close(jump(tan, 4), -32 * BETA * T3)
third = {name: one_sided(function, 3, 1) for name, function in
         (("law", law), ("tan", tan), ("ref", ref), ("mid", mid))}
assert close(third["law"], -6 * BETA * T2)
assert close(third["tan"], 6 * BETA * T2)
assert close(third["ref"], -2 * BETA * T2)
assert close(third["mid"], 0)

# Controls: no body effect, a midpoint reference, and the full integral.
constant_threshold = switched(lambda vd, vs: square_law(vd, vs, 0.0))
for device in (constant_threshold, switched(midpoint), switched(integral)):
    for path in (gummel(device), drain_sweep(device)):
        for order in range(1, 7):
            assert close(jump(path, order), 0)

# Independent source of a jump: an absolute value in velocity saturation.
absolute = gummel(lambda vd, vs: integral(vd, vs) / (1 + abs(vd - vs) / VC))
even = gummel(lambda vd, vs: integral(vd, vs)
              / (1 + ((vd - vs) / VC) ** 2) ** 0.5)
assert close(jump(absolute, 2), -16 * BETA * q0 / VC)
for order in (2, 4, 6):
    assert close(jump(even, order), 0)


# Third-harmonic sine coefficient for x = A sin(theta).
def harmonic3(function, amplitude, points=4096):
    angles = [2 * pi * k / points for k in range(points)]
    return 2 / points * sum(function(amplitude * sin(a)) * sin(3 * a)
                            for a in angles)


A1, A2 = 0.02, 0.04
h_law = [harmonic3(law, a) for a in (A1, A2)]
h_tan = [harmonic3(tan, a) for a in (A1, A2)]
h_ref = [harmonic3(ref, a) for a in (A1, A2)]
for k, a in enumerate((A1, A2)):
    predicted_law = -16 * BETA * T1 * a**2 / (15 * pi) + BETA * T2 * a**3 / 4
    predicted_ref = BETA * T2 * a**3 / 12
    # Omitted higher powers contribute less than one part in a thousand.
    assert abs(h_law[k] / predicted_law - 1) < 1e-3
    assert abs(h_ref[k] / predicted_ref - 1) < 1e-3
# The omitted quartic term shifts this ratio by about two percent.
assert abs(h_tan[0] / h_ref[0] + 3) < 0.15
power_law = log2(h_law[1] / h_law[0])
power_ref = log2(h_ref[1] / h_ref[0])
assert abs(power_law - 2) < 0.03 and abs(power_ref - 3) < 0.01


def show(label, value, unit, digits=6):
    print(f"{label}: {float(value):.{digits}g} {unit}")


show("beta", BETA, "uA/V^2")
show("gamma", GAMMA, "V^0.5")
show("phi", PHI, "V")
show("flat-band voltage", VFB, "V")
show("gate voltage", VG, "V")
show("common bias V0", V0, "V")
show("saturation voltage scale Vc", VC, "V")
show("threshold T(V0)", VG - V0 - q0, "V")
show("charge q(V0)", q0, "V")
show("T1", T1, "(dimensionless)")
show("T2", T2, "1/V")
show("T3", T3, "1/V^2")
print("Currents at Vd=0.4 V, Vs=0 V")
show("discretized channel", forward, "uA", 8)
show("discretized channel, ends exchanged", reverse, "uA", 8)
show("integral", integral(0.4, 0.0), "uA", 8)
show("square law", square_law(0.4, 0.0), "uA", 8)
show("tangent", tangent(0.4, 0.0), "uA", 8)
show("midpoint", midpoint(0.4, 0.0), "uA", 8)
print("Gummel path, derivatives in x at x=0")
show("square law I'' left", one_sided(law, 2, -1), "uA/V^2")
show("square law I'' right", one_sided(law, 2, 1), "uA/V^2")
show("square law I'' jump", jump(law, 2), "uA/V^2")
show("square law I'''' jump", jump(law, 4), "uA/V^4")
show("tangent I'''' jump", jump(tan, 4), "uA/V^4")
show("square law I'''", third["law"], "uA/V^3")
show("tangent I'''", third["tan"], "uA/V^3")
show("integral I'''", third["ref"], "uA/V^3")
show("absolute-value saturation I'' jump", jump(absolute, 2), "uA/V^2")
print("Drain-only sweep, derivatives in Vd at Vd=Vs")
show("square law second-derivative jump", jump(law_drain, 2), "uA/V^2")
show("square law third-derivative jump", jump(law_drain, 3), "uA/V^3")
show("tangent fourth-derivative jump", jump(tan_drain, 4), "uA/V^4")
print("Third-harmonic sine coefficients")
for k, a in enumerate((A1, A2)):
    show(f"square law, A={a} V", h_law[k], "uA")
    show(f"tangent, A={a} V", h_tan[k], "uA")
    show(f"integral, A={a} V", h_ref[k], "uA")
show("square law / integral, smaller A", h_law[0] / h_ref[0], "(ratio)", 4)
show("tangent / integral, smaller A", h_tan[0] / h_ref[0], "(ratio)", 4)
show("square law growth exponent", power_law, "(dimensionless)", 4)
show("integral growth exponent", power_ref, "(dimensionless)", 4)
print("done: every assertion held")
```

Running it gives:

```
beta: 200 uA/V^2
gamma: 0.5 V^0.5
phi: 0.8 V
flat-band voltage: -0.8 V
gate voltage: 1.5 V
common bias V0: 0.2 V
saturation voltage scale Vc: 2 V
threshold T(V0): 0.5 V
charge q(V0): 0.8 V
T1: 0.25 (dimensionless)
T2: -0.125 1/V
T3: 0.1875 1/V^2
Currents at Vd=0.4 V, Vs=0 V
discretized channel: 64.06713 uA
discretized channel, ends exchanged: -64.06713 uA
integral: 64.067174 uA
square law: 68.222912 uA
tangent: 63.750776 uA
midpoint: 64 uA
Gummel path, derivatives in x at x=0
square law I'' left: -200 uA/V^2
square law I'' right: 200 uA/V^2
square law I'' jump: 400 uA/V^2
square law I'''' jump: 600 uA/V^4
tangent I'''' jump: -1200 uA/V^4
square law I''': 150 uA/V^3
tangent I''': -150 uA/V^3
integral I''': 50 uA/V^3
absolute-value saturation I'' jump: -1280 uA/V^2
Drain-only sweep, derivatives in Vd at Vd=Vs
square law second-derivative jump: 100 uA/V^2
square law third-derivative jump: -75 uA/V^3
tangent fourth-derivative jump: -75 uA/V^4
Third-harmonic sine coefficients
square law, A=0.02 V: -0.0068412 uA
tangent, A=0.02 V: 5.1188e-05 uA
integral, A=0.02 V: -1.66682e-05 uA
square law, A=0.04 V: -0.027572 uA
tangent, A=0.04 V: 0.000419406 uA
integral, A=0.04 V: -0.000133383 uA
square law / integral, smaller A: 410.4 (ratio)
tangent / integral, smaller A: -3.071 (ratio)
square law growth exponent: 2.011 (dimensionless)
integral growth exponent: 3 (dimensionless)
done: every assertion held
```
